**Dipole moments and charge-noise width of a silicon-vacancy model in SiC**

The program tests the statement that the rms charge-noise shift of the line is |μ_e − μ_g| σ_F / h, where μ_g and μ_e are the ground and excited dipole moments and σ_F is the rms axial field of fluctuating traps. It asserts that the five-electron quartets of the four-orbital model have the energy gaps and moment differences of a single electron on four sites. For weak crystal field it asserts that e-type vibrations reduce the excited moment by K = exp(−3E_JT/2ħω), where E_JT is the Jahn–Teller energy and ħω the phonon energy. It also asserts that the Stark slope from finite fields matches the moment difference, and that random trap sampling reproduces the formula for σ_F. For the chosen parameters the moment difference falls from 4.96 D with rigid nuclei to 1.19 D with vibrations, and the nominal Gaussian full width at half maximum from 399 to 96 MHz. The output also shows that t2-type vibrations of equal strength would give a factor of only 0.67 instead of 0.076, so the strong reduction depends on e-type coupling being dominant.

## Numerical check

```python
"""
Result under test: the charge-noise width of the silicon-vacancy line in SiC
is |mu_e - mu_g| * sigma_F / h.  In a model of one minority-spin electron on
four carbon dangling bonds the rigid-lattice difference is large (2L/3 times e),
and coupling to e-type vibrations reduces it by K = exp(-3 E_JT / (2 hw)).
Symbols: L lever arm of a dangling orbital (angstrom), t hopping (eV),
eps axial-site energy (eV), E_JT Jahn-Teller energy (eV), hw phonon energy (eV),
z electron position along the axis from vacancy to axial carbon, mu = -e z,
sigma_F rms axial field of fluctuating traps.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, null_space
from pyscf import gto, scf

DEBYE = 1e-21 / sc.c                       # C m
D_PER_EA = sc.e * 1e-10 / DEBYE            # debye per e*angstrom
GHZ_PER_EA = sc.e * 1e-10 * 1e6 / sc.h / 1e9   # GHz/(MV/m) per e*angstrom
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
KB = sc.k / sc.e

signs = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
unit = signs / np.sqrt(3)
axis = unit[0]
across = np.array([1, -1, 0]) / np.sqrt(2)

# ---------- orbital lever arm from a small molecular cluster ----------
bond, ch_bond = 1.89, 1.09
atoms = []
for u in unit:
    carbon = bond * u
    atoms.append(("C", carbon))
    for v in -unit:                         # bond directions seen from a carbon
        if np.dot(u, v) > -0.9:
            atoms.append(("H", carbon + ch_bond * v))
mol = gto.M(atom=atoms, basis="6-31g*", spin=4, charge=0, verbose=0)
mf = scf.ROHF(mol)
mf.conv_tol = 1e-10
mf.max_cycle = 100
mf.kernel()
assert mf.converged
somo = mf.mo_coeff[:, np.isclose(mf.mo_occ, 1)]
assert somo.shape[1] == 4
r_ao = mol.intor("int1e_r") * BOHR
z_so = somo.T @ np.einsum("x,xij->ij", axis, r_ao) @ somo
sym_ao = np.array([1.0 if (lab[1] == "C" and lab[2] == "2s") else 0.0
                   for lab in mol.ao_labels(fmt=None)])
a1 = somo.T @ mol.intor("int1e_ovlp") @ sym_ao
a1 /= np.linalg.norm(a1)
triplet = null_space(a1[None, :])
z_a1 = a1 @ z_so @ a1
z_t2 = np.linalg.eigvalsh(triplet.T @ z_so @ triplet)
assert abs(z_a1) < 5e-3
assert z_t2[2] > 0 and np.allclose(z_t2[:2], -z_t2[2] / 2, atol=5e-3)
L = 1.5 * z_t2[2]

# ---------- rigid-lattice four-site model against many-electron states ------
t, eps = 0.37, -0.04
site_z = L * unit @ axis
site_x = L * unit @ across


def static_shift(e_ax, hop):
    s = e_ax + 2 * hop
    return 4 * L / 3 * s / np.sqrt(s**2 + 12 * hop**2)


def fock_quartets(e_ax, hop, U, V):
    """Quartets of five electrons, found in the S_z = 1/2 sector."""
    low = np.array([[0, 1], [0, 0]], float)
    par = np.diag([1.0, -1.0])
    ann = []
    for k in range(8):                      # 0-3 spin up, 4-7 spin down
        op = np.eye(1)
        for j in range(8):
            op = np.kron(op, par if j < k else low if j == k else np.eye(2))
        ann.append(op)
    num = [a.T @ a for a in ann]
    n_up = np.diag(sum(num[:4]))
    n_dn = np.diag(sum(num[4:]))
    keep = np.where((n_up == 3) & (n_dn == 2))[0]
    H = e_ax * (num[0] + num[4])
    for i in range(4):
        H = H + U * num[i] @ num[i + 4]
        for j in range(4):
            if i != j:
                H = H - hop * (ann[i].T @ ann[j] + ann[i + 4].T @ ann[j + 4])
            if i < j:
                H = H + V * (num[i] + num[i + 4]) @ (num[j] + num[j + 4])
    raise_s = sum(ann[i].T @ ann[i + 4] for i in range(4))
    S2 = raise_s.T @ raise_s + 0.75 * np.eye(256)   # valid where S_z = 1/2
    Z = sum(site_z[i] * (num[i] + num[i + 4]) for i in range(4))
    H, S2, Z = (M[np.ix_(keep, keep)] for M in (H, S2, Z))
    w, v = np.linalg.eigh(H - 100 * S2)
    v = v[:, :4]
    assert np.allclose(np.diag(v.T @ S2 @ v), 3.75, atol=1e-8)
    return w[:4] + 375, np.diag(v.T @ Z @ v)


for e_try in (-0.04, -0.3, -2 * t):
    en, zq = fock_quartets(e_try, t, 3.0, 0.8)
    gap = np.sqrt((e_try + 2 * t)**2 + 12 * t**2)
    assert abs(en[1] - en[0] - gap) < 1e-8
    assert abs(zq[1] - zq[0] - static_shift(e_try, t)) < 1e-7
balance_split = en[2] - en[1]               # last case: equal static moments
assert abs(balance_split - (3 - np.sqrt(3)) * t) < 1e-8

# ---------- electron coupled to the two e-type vibrations ----------
hw, E_JT = 0.035, 0.060


def vibronic(e_ax, ejt, F_ax=0.0, F_tr=0.0, nmax=18):
    """Fields in V/m. Returns ground, A, E, E energies and z of ground and A.
    All phonon states with total number up to nmax are kept: this set is
    closed under rotations of the two modes, so threefold symmetry is exact."""
    h_el = -t * (np.ones((4, 4)) - np.eye(4))
    h_el[0, 0] += e_ax
    h_el += np.diag(1e-10 * (F_ax * site_z + F_tr * site_x))
    m = nmax + 1
    a = np.diag(np.sqrt(np.arange(1, m)), 1)
    q, one = a + a.T, np.eye(m)
    total_n = np.add.outer(np.arange(m), np.arange(m)).ravel()
    kept = np.where(total_n <= nmax)[0]
    q1 = np.kron(q, one)[np.ix_(kept, kept)]
    q2 = np.kron(one, q)[np.ix_(kept, kept)]
    n_ph = len(kept)
    H = np.kron(h_el, np.eye(n_ph))
    H += np.kron(np.eye(4), np.diag(hw * total_n[kept]))
    g = np.sqrt(ejt / hw)
    for k in range(3):
        orb = signs[:, k] / 2
        ang = 2 * np.pi * k / 3
        mode = np.cos(ang) * q1 + np.sin(ang) * q2
        H += hw * g * np.kron(np.outer(orb, orb), mode)
    w, v = np.linalg.eigh(H)
    first = n_ph                            # ground-state phonon ladder lies below
    assert w[first] - w[first - 1] > 0.1
    zz = np.repeat(site_z, n_ph)
    return (np.array([w[0], w[first], w[first + 1], w[first + 2]]),
            v[:, 0]**2 @ zz, v[:, first]**2 @ zz)


K = np.exp(-1.5 * E_JT / hw)
for ej in (0.02, E_JT):                     # weak trigonal field isolates K
    k_formula = np.exp(-1.5 * ej / hw)
    w, zg, ze = vibronic(-1e-5, ej)
    assert abs((ze - zg) / (2 * L / 3 * k_formula) - 1) < 5e-3
    assert abs((w[2] - w[1]) / (0.75e-5 * k_formula) - 1) < 1e-2

w0, z_g, z_e = vibronic(eps, E_JT)
dz = z_e - z_g
assert abs(w0[3] - w0[2]) < 1e-9            # the upper excited level is a pair
_, zg_s, ze_s = vibronic(eps, E_JT, nmax=13)
assert abs((ze_s - zg_s) / dz - 1) < 2e-3
_, zg_rigid, ze_rigid = vibronic(eps, 0.0)
dz_rigid = ze_rigid - zg_rigid
assert abs(dz_rigid - static_shift(eps, t)) < 1e-6

# Stark response from energies in finite fields
field = 1e6


def line(F_ax=0.0, F_tr=0.0):
    en_f = vibronic(eps, E_JT, F_ax, F_tr)[0]
    return en_f[1] - en_f[0]


l0, lp, lm = line(), line(field), line(-field)
tp, tm = line(0, field), line(0, -field)
assert abs((lp - lm) / (2 * field * 1e-10) / dz - 1) < 2e-3
assert abs(tp - tm) < 1e-3 * abs(lp - lm)
quad_ax = (lp + lm - 2 * l0) / 2            # eV at 1 MV/m
quad_tr = (tp + tm - 2 * l0) / 2

scan = []
for ej in (0.0, 0.02, 0.04, 0.06, 0.08):
    w, zg, ze = vibronic(eps, ej)
    scan.append((ej, ze - zg, w[2] - w[1]))
assert all(scan[i + 1][1] < scan[i][1] for i in range(4))


# ---------- alternative: coupling to t2-type vibrations ----------
def t2_mode_factor(ejt, nmax=12):
    m = nmax + 1
    a = np.diag(np.sqrt(np.arange(1, m)), 1)
    occ = np.array(np.unravel_index(np.arange(m**3), (m, m, m)))
    states = occ[:, occ.sum(0) <= nmax].T
    q = (a + a.T) / np.sqrt(2)
    same = [states[:, None, i] == states[None, :, i] for i in range(3)]
    Q = [q[states[:, None, i], states[None, :, i]]
         * same[(i + 1) % 3] * same[(i + 2) % 3] for i in range(3)]
    V = np.sqrt(1.5 * ejt * hw)
    H = np.kron(np.eye(3), np.diag(hw * states.sum(1)))
    for i in range(3):
        M = np.zeros((3, 3))
        j, k = (i + 1) % 3, (i + 2) % 3
        M[j, k] = M[k, j] = 1
        H += V * np.kron(M, Q[i])
    w, v = eigh(H, subset_by_index=[0, 2])
    assert w[2] - w[0] < 1e-8
    D = np.kron(np.ones((3, 3)) - np.eye(3), np.eye(len(states)))
    d = np.linalg.eigvalsh(v.T @ D @ v)
    assert np.allclose(d[:2], -d[2] / 2, atol=1e-6)
    return d[2] / 2


K_t2 = t2_mode_factor(E_JT)
assert K_t2 > K

# ---------- field noise of random half-filled traps ----------
N_trap, r0, eps_r = 1e20, 50e-9, 9.7        # m^-3, m, relative permittivity
coul = sc.e / (4 * np.pi * sc.epsilon_0 * eps_r)


def sigma_field(r_max=np.inf):
    return np.sqrt(N_trap / 4 * coul**2 * 4 * np.pi / 3 * (1 / r0 - 1 / r_max))


rng = np.random.default_rng(7)
r_out, n_samples = 500e-9, 20000
counts = rng.poisson(N_trap * 4 * np.pi / 3 * (r_out**3 - r0**3), n_samples)
total = counts.sum()
r = np.cbrt(rng.uniform(r0**3, r_out**3, total))
f = coul * rng.choice([-0.5, 0.5], total) * rng.uniform(-1, 1, total) / r**2
F_samples = np.bincount(np.repeat(np.arange(n_samples), counts), f, n_samples)
sigma_mc = np.sqrt(np.mean(F_samples**2))
# the sampled variance has a statistical error of about two per cent
assert abs(sigma_mc / sigma_field(r_out) - 1) < 0.06
sigma_F = sigma_field()
sig_MV = sigma_F / 1e6
fwhm = 2 * np.sqrt(2 * np.log(2))
sig_nu = abs(dz) * GHZ_PER_EA * sig_MV * 1e3
sig_rigid = abs(dz_rigid) * GHZ_PER_EA * sig_MV * 1e3
tau = 6e-9
inside = N_trap * 4 * np.pi / 3 * r0**3
split = w0[2] - w0[1]
to_MHz = sc.e / sc.h / 1e6

print(f"carbon distance from vacancy (input): {bond:.2f} angstrom")
print(f"C-H distance in cluster (input): {ch_bond:.2f} angstrom")
print(f"cluster: electron z in t2 axial orbital: {z_t2[2]:.3f} angstrom")
print(f"cluster: electron z in a1 orbital: {abs(z_a1):.4f} angstrom")
print(f"effective lever arm L: {L:.3f} angstrom")
print(f"hopping t (input): {t:.2f} eV; axial energy eps: {eps:.2f} eV")
print(f"phonon hw (input): {hw*1e3:.0f} meV; E_JT: {E_JT*1e3:.0f} meV")
print(f"A-E splitting needed for static balance: {balance_split:.3f} eV")
print(f"vibronic factor K (e modes): {K:.4f}")
print(f"first-order displacement 2LK/3: {2*L*K/3:.4f} angstrom")
print(f"model zero-phonon energy: {l0:.3f} eV")
print(f"model excited A-E splitting: {split*1e3:.2f} meV")
print(f"ground electron displacement: {z_g:.4f} angstrom")
print(f"excited electron displacement: {z_e:.4f} angstrom")
print(f"ground moment: {-z_g*D_PER_EA:.3f} D")
print(f"excited moment: {-z_e*D_PER_EA:.3f} D")
print(f"moment difference: {-dz*D_PER_EA:.3f} D")
print(f"rigid ground moment: {-zg_rigid*D_PER_EA:.3f} D")
print(f"rigid excited moment: {-ze_rigid*D_PER_EA:.3f} D")
print(f"rigid-lattice moment difference: {-dz_rigid*D_PER_EA:.3f} D")
print(f"Stark slope size: {abs(dz)*GHZ_PER_EA:.2f} GHz/(MV/m)")
print(f"rigid Stark slope size: {abs(dz_rigid)*GHZ_PER_EA:.2f} GHz/(MV/m)")
print(f"reduction, rigid/vibronic: {dz_rigid/dz:.2f}")
for ej, d, s in scan:
    print(f"scan E_JT {ej*1e3:.0f} meV: difference {abs(d)*D_PER_EA:.3f} D, "
          f"splitting {s*1e3:.2f} meV")
print(f"trap density (input): {N_trap/1e6:.1e} cm^-3")
print(f"trap-free radius (input): {r0*1e9:.0f} nm; eps_r: {eps_r:.1f}")
print(f"rms axial field: {sig_MV:.5f} MV/m")
print(f"sampled/formula rms field: {sigma_mc/sigma_field(r_out):.3f}")
print(f"rms line shift: {sig_nu:.1f} MHz; rigid: {sig_rigid:.1f} MHz")
print(f"Gaussian FWHM: {fwhm*sig_nu:.1f} MHz; rigid: {fwhm*sig_rigid:.1f} MHz")
print(f"lifetime (input): {tau*1e9:.0f} ns; "
      f"natural FWHM: {1/(2*np.pi*tau)/1e6:.1f} MHz")
print(f"limit: factor K if t2 modes replace e modes: {K_t2:.3f}")
print(f"limit: spherical-cavity field factor: {3*eps_r/(2*eps_r+1):.2f}")
print(f"limit: axial quadratic shift at rms field: "
      f"{quad_ax*sig_MV**2*to_MHz:.2e} MHz")
print(f"limit: transverse quadratic shift at rms field: "
      f"{quad_tr*sig_MV**2*to_MHz:.2e} MHz")
for T in (5, 20):
    print(f"limit: E/A excited population ratio at {T} K: "
          f"{2*np.exp(-split/(KB*T)):.2e}")
print(f"limit: chance of a trap inside r0: {1-np.exp(-inside):.3f}")
print("checks complete")
```

Printed output:

```
carbon distance from vacancy (input): 1.89 angstrom
C-H distance in cluster (input): 1.09 angstrom
cluster: electron z in t2 axial orbital: 1.077 angstrom
cluster: electron z in a1 orbital: 0.0000 angstrom
effective lever arm L: 1.615 angstrom
hopping t (input): 0.37 eV; axial energy eps: -0.04 eV
phonon hw (input): 35 meV; E_JT: 60 meV
A-E splitting needed for static balance: 0.469 eV
vibronic factor K (e modes): 0.0764
first-order displacement 2LK/3: 0.0823 angstrom
model zero-phonon energy: 1.417 eV
model excited A-E splitting: 2.66 meV
ground electron displacement: 0.0223 angstrom
excited electron displacement: 0.2701 angstrom
ground moment: -0.107 D
excited moment: -1.297 D
moment difference: -1.190 D
rigid ground moment: -0.107 D
rigid excited moment: -5.064 D
rigid-lattice moment difference: -4.957 D
Stark slope size: 5.99 GHz/(MV/m)
rigid Stark slope size: 24.96 GHz/(MV/m)
reduction, rigid/vibronic: 4.17
scan E_JT 0 meV: difference 4.957 D, splitting 29.79 meV
scan E_JT 20 meV: difference 3.581 D, splitting 12.91 meV
scan E_JT 40 meV: difference 2.199 D, splitting 6.08 meV
scan E_JT 60 meV: difference 1.190 D, splitting 2.66 meV
scan E_JT 80 meV: difference 0.636 D, splitting 1.12 meV
trap density (input): 1.0e+14 cm^-3
trap-free radius (input): 50 nm; eps_r: 9.7
rms axial field: 0.00679 MV/m
sampled/formula rms field: 1.008
rms line shift: 40.7 MHz; rigid: 169.5 MHz
Gaussian FWHM: 95.8 MHz; rigid: 399.3 MHz
lifetime (input): 6 ns; natural FWHM: 26.5 MHz
limit: factor K if t2 modes replace e modes: 0.669
limit: spherical-cavity field factor: 1.43
limit: axial quadratic shift at rms field: -5.57e-04 MHz
limit: transverse quadratic shift at rms field: -9.19e-04 MHz
limit: E/A excited population ratio at 5 K: 4.19e-03
limit: E/A excited population ratio at 20 K: 4.28e-01
limit: chance of a trap inside r0: 0.051
checks complete
```
